# Pressure under a rigid wafer on an elastic polishing pad: a program that tests the result

```python
"""Rigid flat frictionless circular punch on an elastic half-space.
Result under test: p(r) = (p_mean/2)/sqrt(1-r^2/a^2), so the centre carries
half the mean pressure and the edge pressure diverges with finite total load.
a: punch radius, E: Young's modulus, nu: Poisson ratio, d: indentation,
h: thickness of a real pad bonded to a rigid platen (neglected-effect study).
The z axis points into the pad; pressure is positive in compression."""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.special import ellipe, ellipk, ellipkm1, j0

# Inputs: rough typical values for polishing a 300 mm wafer on a hard pad
a = 0.150            # m
p_mean = 20e3        # Pa
E = 100e6            # Pa
nu = 0.3
h = 2e-3             # m
mu = 0.4             # friction coefficient
rate_mean = 200.0    # nm/min at mean pressure
edge_round = 0.3e-3  # m
wafer_E, wafer_nu, wafer_t = 150e9, 0.25, 0.775e-3


def punch_ratio(x):
    """Half-space pressure divided by mean pressure at x = r/a."""
    return 0.5 / np.sqrt(1 - x**2)


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def panels(lo, hi, count, n):
    edges = np.linspace(lo, hi, count + 1)
    x, w = np.polynomial.legendre.leggauss(n)
    half = (hi - lo) / count / 2
    nodes = (edges[:-1, None] + half * (x + 1)).ravel()
    return nodes, np.tile(w * half, count)


# Point-load field: equilibrium, free surface and total force (F = E = 1)
X, Y, Z = sp.symbols("X Y Z", real=True)
nus = sp.Rational(3, 10)
R = sp.sqrt(X**2 + Y**2 + Z**2)
pref = (1 + nus) / (2 * sp.pi)
field = [pref * (c * Z / R**3 - (1 - 2 * nus) * c / (R * (R + Z)))
         for c in (X, Y)]
field.append(pref * (2 * (1 - nus) / R + Z**2 / R**3))
axes = (X, Y, Z)
div = sum(sp.diff(f, c) for f, c in zip(field, axes))
inside = {X: sp.Rational(3, 10), Y: -sp.Rational(1, 5), Z: sp.Rational(7, 10)}
surface = {X: sp.Rational(3, 10), Y: -sp.Rational(1, 5), Z: 0}
for f, c in zip(field, axes):
    navier = (1 - 2 * nus) * sum(sp.diff(f, q, 2) for q in axes) + sp.diff(div, c)
    assert abs(float(navier.subs(inside).evalf(30))) < 1e-12
shear_G = 1 / (2 * (1 + nus))
lame = 2 * shear_G * nus / (1 - 2 * nus)
s_zz = lame * div + 2 * shear_G * sp.diff(field[2], Z)
s_xz = shear_G * (sp.diff(field[2], X) + sp.diff(field[0], Z))
s_yz = shear_G * (sp.diff(field[2], Y) + sp.diff(field[1], Z))
for s in (s_zz, s_xz, s_yz):
    assert abs(float(s.subs(surface).evalf(30))) < 1e-12
s_fun = sp.lambdify(X, s_zz.subs({Y: 0, Z: 1}), "numpy")
force = quad(lambda r: 2 * np.pi * r * s_fun(r), 0, np.inf)[0]
assert abs(force + 1) < 1e-7
u_surface = float(field[2].subs({X: 2, Y: 0, Z: 0}))
assert abs(u_surface - (1 - nu**2) / (2 * np.pi)) < 1e-12


# Direct superposition over rings, in metres
def displacement(r, pressure_times_cos):
    """Surface displacement; second argument is p*cos(theta), r = a sin(theta)."""
    def integrand(th):
        s = a * np.sin(th)
        comp = max(((r - s) / (r + s))**2, 1e-300)
        return (pressure_times_cos(th) * a * s * 4 * ellipkm1(comp) / (r + s))
    split = np.arcsin(r / a)
    total = quad(integrand, 0, split, limit=200)[0]
    total += quad(integrand, split, np.pi / 2, limit=200)[0]
    return (1 - nu**2) / (np.pi * E) * total


d_half = np.pi * (1 - nu**2) * p_mean * a / (2 * E)
flat = np.array([displacement(x * a, lambda th: p_mean / 2)
                 for x in (0.01, 0.3, 0.6, 0.9, 0.99)])
flat_error = np.max(np.abs(flat / d_half - 1))
assert flat_error < 1e-6
uni_centre = displacement(1e-5 * a, lambda th: p_mean * np.cos(th))
uni_edge = displacement((1 - 1e-9) * a, lambda th: p_mean * np.cos(th))
assert abs(uni_centre / uni_edge - np.pi / 2) < 1e-5


# Ring collocation: unknown pressures, no assumed radial law
def disc_shape(r, b):
    """Displacement of a uniformly loaded disc, up to 4(1-nu^2)p/(pi E)."""
    r, b = np.broadcast_arrays(r, b)
    out = np.zeros(r.shape)
    inn = (r < b)
    ext = (r > b) & (b > 0)
    out[inn] = b[inn] * ellipe((r[inn] / b[inn])**2)
    m = (b[ext] / r[ext])**2
    out[ext] = r[ext] * (ellipe(m) - (1 - m) * ellipk(m))
    return out


N = 200
bounds = np.sin(np.linspace(0, np.pi / 2, N + 1))
mid_angle = (np.arange(N) + 0.5) * np.pi / (2 * N)
mid = np.sin(mid_angle)
matrix = (disc_shape(mid[:, None], bounds[None, 1:])
          - disc_shape(mid[:, None], bounds[None, :-1]))
ring_p = np.linalg.solve(matrix, np.ones(N))
ring_p /= np.sum(ring_p * np.diff(bounds**2))
ring_centre = ring_p[0]
assert abs(ring_centre - 0.5) < 0.005
# Finite rings blur the singular edge, so the outermost ten are excluded
assert np.max(np.abs(ring_p[:-10] / punch_ratio(mid[:-10]) - 1)) < 0.02
edge_slope = np.polyfit(np.log(1 - mid[-40:-10]), np.log(ring_p[-40:-10]), 1)[0]
assert abs(edge_slope + 0.5) < 0.02


def load_outside(x):
    return np.sqrt(1 - x**2)


for x in (0.5, np.sqrt(3) / 2, 0.98):
    inner_load = quad(lambda s: 2 * s * punch_ratio(s), 0, x)[0]
    assert abs(1 - inner_load - load_outside(x)) < 1e-9

# Pad of finite thickness: compliance factor relative to the half-space
kappa = 3 - 4 * nu


def one_minus_K(u):
    den = 2 * kappa * np.cosh(2 * u) + 1 + kappa**2 + 4 * u**2
    return (2 * kappa * np.exp(-2 * u) + 1 + kappa**2 + 4 * u**2 + 4 * u) / den


lam = 2 * nu / (1 - 2 * nu)  # shear modulus is one in this test
for u in (0.05, 0.4, 1.0, 2.5):
    # State: horizontal and vertical displacement, shear and normal stress
    c = lam + 2
    A = np.array([[0, u, 1, 0], [-lam * u / c, 0, 0, 1 / c],
                  [u**2 * (c - lam**2 / c), 0, 0, lam * u / c],
                  [0, 0, -u, 0]])
    T = expm(A)
    top = np.linalg.solve(T[:2, :2], T[:2, 3])  # unit compression on top
    assert abs(top[1] * u / (1 - nu) - (1 - one_minus_K(u))) < 1e-8

k_nodes, k_weights = panels(0, 25, 100, 24)
x_table = np.arange(0, 151.01, 0.02)
weighted = k_weights * one_minus_K(k_nodes)
g_table = np.concatenate([np.cos(np.outer(part, k_nodes)) @ weighted
                          for part in np.array_split(x_table, 30)])
g_spline = CubicSpline(x_table, g_table, bc_type=((1, 0.0), (2, 0.0)))
g_slope = g_spline.derivative()


class LayerPunch:
    """Punch on a bonded layer; lengths in units of a, H = h/a."""
    def __init__(self, H, n=400):
        self.H = H
        self.t, self.w = gauss(0, 1, n)
        self.phi = np.linalg.solve(np.eye(n) - self.kernel(self.t) * self.w,
                                   np.ones(n))
        self.total = self.w @ self.phi
        self.phi_edge = 1 + (self.kernel(np.array([1.0]))
                             @ (self.w * self.phi))[0]
        self.edge_strength = self.phi_edge / self.total

    def kernel(self, t):
        minus = np.abs(t[:, None] - self.t) / self.H
        plus = (t[:, None] + self.t) / self.H
        return (g_spline(minus) + g_spline(plus)) / (np.pi * self.H)

    def phi_slope(self, t):
        diff = (t[:, None] - self.t) / self.H
        plus = (t[:, None] + self.t) / self.H
        ker = np.sign(diff) * g_slope(np.abs(diff)) + g_slope(plus)
        return ker @ (self.w * self.phi) / (np.pi * self.H**2)

    def ratio(self, r):
        """Local pressure divided by mean pressure."""
        top = np.sqrt(1 - r**2)
        v, wv = gauss(0, top, 400)
        t = np.sqrt(r**2 + v**2)
        tail = wv @ (self.phi_slope(t) / t)
        return (self.phi_edge / top - tail) / (2 * self.total)


# Independent checks of the layer solution at moderate thickness
test = LayerPunch(0.5)
k, wk = panels(0, 400, 400, 8)
phi_hat = np.cos(np.outer(k, test.t)) @ (test.w * test.phi)
for r in (0.2, 0.7):
    level = 2 / np.pi * (wk @ (phi_hat * (1 - one_minus_K(
        np.minimum(k * test.H, 100))) * j0(k * r)))
    assert abs(level - 1) < 2e-3  # oscillatory tail beyond k = 400 is cut off
angle, w_angle = gauss(0, np.pi / 2, 40)
load = sum(wi * 2 * np.sin(q) * np.cos(q) * test.ratio(np.sin(q))
           for q, wi in zip(angle, w_angle))
assert abs(load - 1) < 1e-4

thickness_ratios = (10.0, 3.0, 1.0, 0.3, 0.1)
centre_trend = [LayerPunch(H).ratio(0.0) for H in thickness_ratios]
assert abs(centre_trend[0] - 0.5) < 1e-3
assert np.all(np.diff(centre_trend) > 0)
pad = LayerPunch(h / a)
coarse = LayerPunch(h / a, 200)
pad_centre = pad.ratio(0.0)
mesh_shift = abs(pad_centre - coarse.ratio(0.0))
assert mesh_shift < 1e-4
d_pad = d_half / pad.total
M = E * (1 - nu) / ((1 + nu) * (1 - 2 * nu))
# Far from the edge a thin pad is in uniaxial compression
assert abs(pad_centre * p_mean * h / (M * d_pad) - 1) < 2e-3

# Friction: reciprocal point-load kernel and its angular average
phi_angle = np.arange(2000) * 2 * np.pi / 2000
for s, expected in ((0.5, 2 * np.pi), (1.5, 0.0)):
    val = np.mean((1 - s * np.cos(phi_angle))
                  / (1 + s**2 - 2 * s * np.cos(phi_angle))) * 2 * np.pi
    assert abs(val - expected) < 1e-9
kernel_x = float(field[0].subs({X: 1, Y: 0, Z: 0}))
P = np.pi * a**2 * p_mean
friction_u = mu * abs(kernel_x) * P / (E * a)
friction_ratio = friction_u / d_half
assert abs(friction_ratio - mu * (1 - 2 * nu) / (np.pi * (1 - nu))) < 1e-9


# Free-edge plate bow, in units of pressure*a^4/stiffness
def plate_bow(load_integral, poisson):
    x = np.sin(np.linspace(0, np.pi / 2, 20001))
    f = np.zeros_like(x)
    f[1:] = load_integral(x[1:]) / x[1:]
    I = cumulative_trapezoid(f, x, initial=0)
    J = cumulative_trapezoid(x * I, x, initial=0)
    const = -(I[-1] - (1 - poisson) * J[-1]) * 2 / (1 + poisson)
    slope = const * x / 2
    slope[1:] += J[1:] / x[1:]
    return np.trapezoid(slope, x) if hasattr(np, "trapezoid") else np.trapz(slope, x)


known = -(5 + wafer_nu) / (64 * (1 + wafer_nu))
assert abs(plate_bow(lambda x: x**2 / 2, wafer_nu) - known) < 1e-6
stiffness = wafer_E * wafer_t**3 / (12 * (1 - wafer_nu**2))
bow = abs(plate_bow(lambda x: (1 - np.sqrt(1 - x**2) - x**2) / 2, wafer_nu))
bow *= p_mean * a**4 / stiffness
assert bow > d_half  # a free bare wafer cannot serve as the rigid punch

q = p_mean / (2 * 0.1 * E)
strain_zone = a * q**2 / (1 + np.sqrt(1 - q**2))
assert abs(punch_ratio(1 - strain_zone / a) * p_mean / (0.1 * E) - 1) < 1e-6

print(f"Wafer radius: {a*1e3:.0f} mm")
print(f"Mean pressure: {p_mean/1e3:.1f} kPa = {p_mean/constants.psi:.2f} psi")
print(f"Pad modulus: {E/1e6:.0f} MPa; Poisson ratio: {nu:.2f}")
print(f"Pad thickness: {h*1e3:.1f} mm; h/a: {h/a:.4f}")
print(f"Total force: {P:.1f} N")
print("HALF-SPACE PUNCH")
p_c = punch_ratio(0) * p_mean
print(f"Central pressure: {p_c/1e3:.2f} kPa = {p_c/constants.psi:.2f} psi")
print(f"Indentation: {d_half*1e6:.2f} um")
print(f"Largest relative flatness error by quadrature: {flat_error:.1e}")
print(f"Ring-solution centre/mean pressure: {ring_centre:.4f}")
print(f"Ring-solution edge exponent: {edge_slope:.3f}")
print(f"Uniform load: centre sinks {uni_centre*1e6:.2f} um")
print(f"Uniform load: edge sinks {uni_edge*1e6:.2f} um")
print(f"Radius where pressure equals mean: {a*np.sqrt(3)/2*1e3:.1f} mm")
print(f"Load fraction in outer 3 mm: {load_outside(1-3e-3/a):.3f}")
print(f"Area fraction in outer 3 mm: {1-(1-3e-3/a)**2:.3f}")
print(f"Removal rate at mean pressure (chosen): {rate_mean:.0f} nm/min")
print(f"Removal rate at centre: {rate_mean*punch_ratio(0):.0f} nm/min")
print(f"Removal rate 3 mm from edge: {rate_mean*punch_ratio(1-3e-3/a):.0f} nm/min")
print("PRESSURE/MEAN NEAR EDGE: half-space, finite pad")
for distance in (10e-3, 3e-3, edge_round):
    x = 1 - distance / a
    print(f"At {distance*1e3:.1f} mm from edge: {punch_ratio(x):.3f}, {pad.ratio(x):.3f}")
print("FINITE PAD: centre/mean pressure")
for H, value in zip(thickness_ratios, centre_trend):
    print(f"h/a = {H:.1f}: {value:.4f}")
print(f"Example pad, h/a = {h/a:.4f}: {pad_centre:.4f}")
print(f"Shift from 200 to 400 nodes: {mesh_shift:.1e}")
print(f"Example pad central pressure: {pad_centre*p_mean/1e3:.2f} kPa")
print(f"Example pad indentation: {d_pad*1e6:.3f} um")
print(f"Confined pad modulus M: {M/1e6:.1f} MPa")
print(f"Edge singularity strength relative to half-space: {pad.edge_strength:.4f}")
print("OTHER NEGLECTED EFFECTS")
print(f"Friction coefficient: {mu:.2f}")
print(f"Friction edge displacement: {friction_u*1e6:.2f} um")
print(f"Friction displacement/indentation: {friction_ratio:.4f}")
print(f"Wafer modulus: {wafer_E/1e9:.0f} GPa; Poisson ratio: {wafer_nu:.2f}")
print(f"Wafer thickness: {wafer_t*1e3:.3f} mm")
print(f"Wafer bending stiffness: {stiffness:.2f} N m")
print(f"Linear bow of free bare wafer: {bow*1e3:.2f} mm")
print(f"Bow/half-space indentation: {bow/d_half:.1f}")
print(f"Edge rounding length: {edge_round*1e3:.1f} mm")
print(f"Edge zone with pressure above 0.1 E: {strain_zone*1e9:.1f} nm")
print("checks complete")
```

Printed output:

```
Wafer radius: 150 mm
Mean pressure: 20.0 kPa = 2.90 psi
Pad modulus: 100 MPa; Poisson ratio: 0.30
Pad thickness: 2.0 mm; h/a: 0.0133
Total force: 1413.7 N
HALF-SPACE PUNCH
Central pressure: 10.00 kPa = 1.45 psi
Indentation: 42.88 um
Largest relative flatness error by quadrature: 6.7e-15
Ring-solution centre/mean pressure: 0.5000
Ring-solution edge exponent: -0.496
Uniform load: centre sinks 54.60 um
Uniform load: edge sinks 34.76 um
Radius where pressure equals mean: 129.9 mm
Load fraction in outer 3 mm: 0.199
Area fraction in outer 3 mm: 0.040
Removal rate at mean pressure (chosen): 200 nm/min
Removal rate at centre: 100 nm/min
Removal rate 3 mm from edge: 503 nm/min
PRESSURE/MEAN NEAR EDGE: half-space, finite pad
At 10.0 mm from edge: 1.393, 0.996
At 3.0 mm from edge: 2.513, 0.986
At 0.3 mm from edge: 7.910, 1.167
FINITE PAD: centre/mean pressure
h/a = 10.0: 0.5005
h/a = 3.0: 0.5171
h/a = 1.0: 0.6941
h/a = 0.3: 0.9228
h/a = 0.1: 0.9760
Example pad, h/a = 0.0133: 0.9968
Shift from 200 to 400 nodes: 1.7e-05
Example pad central pressure: 19.94 kPa
Example pad indentation: 0.296 um
Confined pad modulus M: 134.6 MPa
Edge singularity strength relative to half-space: 0.1174
OTHER NEGLECTED EFFECTS
Friction coefficient: 0.40
Friction edge displacement: 3.12 um
Friction displacement/indentation: 0.0728
Wafer modulus: 150 GPa; Poisson ratio: 0.25
Wafer thickness: 0.775 mm
Wafer bending stiffness: 6.21 N m
Linear bow of free bare wafer: 37.75 mm
Bow/half-space indentation: 880.3
Edge rounding length: 0.3 mm
Edge zone with pressure above 0.1 E: 75.0 nm
checks complete
```
